# Topping depolarisation of square and triangular dipole layers: a numerical check

```python
# Result under test: normal point dipoles on a planar lattice obey
#   mu = mu0 / (1 + c*alpha/a^3),  c = sum over neighbours of (a/R)^3,
# with c = 9.03 (square) and 11.03 (triangular).
# mu0: permanent moment; alpha: normal polarisability volume;
# a: nearest-neighbour distance; d: height above a metal image plane.
# Lattice work uses a = 1 and Gaussian electrostatics.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import erfc

BASES = {"square": np.array([[1.0, 0.0], [0.0, 1.0]]),
         "triangular": np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])}
AREA = {k: abs(np.linalg.det(b)) for k, b in BASES.items()}


def sites(kind, radius):
    """Integer labels and positions of sites inside a circle."""
    m = int(np.ceil(1.2 * radius)) + 1
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    labels = np.column_stack([i.ravel(), j.ravel()])
    pos = labels @ BASES[kind]
    keep = np.sum(pos**2, axis=1) <= radius**2 + 1e-9
    return labels[keep], pos[keep]


def shell_term(x):
    """Integral from 1 to infinity of (t^0.5 + t^-1.5) exp(-x t)."""
    e, f = np.exp(-x), erfc(np.sqrt(x))
    return (e / x + np.sqrt(np.pi) * f / (2 * x**1.5)
            + 2 * e - 2 * np.sqrt(np.pi * x) * f)


def fast_sum(kind):
    """Sum of R^-3 from the rapidly convergent split form."""
    r2 = np.sum(sites(kind, 7)[1]**2, axis=1)
    r2 = r2[r2 > 1e-9] / AREA[kind]
    unit_area_sum = 2 * np.pi * (4 / 3 + shell_term(np.pi * r2).sum())
    return unit_area_sum / AREA[kind]**1.5, unit_area_sum


def disc_centre(kind, x, radius, height=None):
    """Central mu/mu0 from the coupled equations on a finite disc."""
    pos = sites(kind, radius)[1]
    r2 = (np.subtract.outer(pos[:, 0], pos[:, 0])**2
          + np.subtract.outer(pos[:, 1], pos[:, 1])**2)
    direct = r2.copy()
    np.fill_diagonal(direct, np.inf)
    field = -direct**-1.5
    if height is not None:
        b2 = (2 * height)**2
        field += (2 * b2 - r2) / (r2 + b2)**2.5
    moments = np.linalg.solve(np.eye(len(pos)) - x * field,
                              np.ones(len(pos)))
    return moments[np.argmin(np.sum(pos**2, axis=1))]


# Lattice sums, in-plane coupling and potential step by direct summation
c, unit_sum, c_short, c_direct, soft, j_low = {}, {}, {}, {}, {}, {}
R_BIG = 800.0
for kind in BASES:
    c[kind], unit_sum[kind] = fast_sum(kind)
    pos = sites(kind, R_BIG)[1]
    r2 = np.sum(pos**2, axis=1)
    near = r2 > 1e-9
    p, q2 = pos[near], r2[near]
    density = 1 / AREA[kind]
    c_direct[kind] = (q2**-1.5).sum() + 2 * np.pi * density / R_BIG
    assert abs(c_direct[kind] - c[kind]) < 1e-5
    c_short[kind] = (q2[q2 <= 100 + 1e-9]**-1.5).sum()
    in_plane = ((3 * p[:, 0]**2 - q2) / q2**2.5).sum()
    in_plane += np.pi * density / R_BIG
    assert abs(in_plane - c[kind] / 2) < 1e-5
    z = 3.0
    potential = (z / (r2 + z * z)**1.5).sum()
    potential += 2 * np.pi * density * z / np.hypot(R_BIG, z)
    assert abs(potential - 2 * np.pi * density) < 1e-4

    # lowest coupling over all modulations of the dipole pattern
    labels, pos = sites(kind, 80)
    r = np.linalg.norm(pos, axis=1)
    labels, r = labels[r > 1e-9], r[r > 1e-9]
    scan = [np.sum(np.cos(2 * np.pi * (labels @ np.array([u, v]) / 24))
                   / r**3) for u in range(24) for v in range(24)]
    soft[kind] = min(scan)
j_low["square"] = -c["square"] * (1 - 1 / np.sqrt(2))
j_low["triangular"] = -c["triangular"] * (0.5 - 1 / (2 * np.sqrt(3)))
for kind in BASES:
    assert abs(soft[kind] - j_low[kind]) < 2e-3

# Field of a dipole and its metal image from four explicit charges
r, d, gap = 1.3, 0.5, 1e-3
charges = [(1, d + gap / 2), (-1, d - gap / 2),
           (-1, -d - gap / 2), (1, -d + gap / 2)]
ez = [s / gap * (d - h) / (r * r + (d - h)**2)**1.5 for s, h in charges]
assert abs(sum(ez[:2]) + r**-3) < 1e-5
assert abs(sum(ez[2:]) - (8 * d * d - r * r)
           / (r * r + 4 * d * d)**2.5) < 1e-5


def image_sum(h):
    """Extra lattice constant s from images of the other dipoles."""
    g = 2 * np.pi * np.linalg.norm(sites("square", 40)[1], axis=1)
    return 1 / (4 * h**3) - 2 * np.pi * np.sum(g * np.exp(-2 * g * h))


def image_sum_direct(h, radius=400.0):
    r2 = np.sum(sites("square", radius)[1]**2, axis=1)
    r2 = r2[r2 > 1e-9]
    b2 = 4 * h * h
    tail = 2 * np.pi * radius**2 / (radius**2 + b2)**1.5
    return ((r2 - 2 * b2) / (r2 + b2)**2.5).sum() + tail


for h in (0.1, 0.25, 0.5, 1.0):
    assert abs(image_sum(h) - image_sum_direct(h)) < 1e-4
assert abs(image_sum_direct(0.002) / c["square"] - 1) < 1e-3
assert abs(image_sum_direct(3.0)) < 0.02

# Worked example: round model parameters
mu0, alpha, a, height = 2.0, 10.0, 5.0, 2.5     # D, A^3, A, A
debye = 1e-21 / const.c                         # C m
ang = const.angstrom


def topping(kind, spacing):
    return mu0 / (1 + c[kind] * alpha / spacing**3)


def work_change(kind, spacing, mu):
    n = 1 / (AREA[kind] * (spacing * ang)**2)
    return -n * mu * debye / const.epsilon_0    # eV


x = alpha / a**3
disc = {}
for kind in BASES:
    m15, m30 = disc_centre(kind, x, 15), disc_centre(kind, x, 30)
    disc[kind] = (m15 * mu0, m30 * mu0, (2 * m30 - m15) * mu0)
    assert abs(disc[kind][2] / topping(kind, a) - 1) < 3e-3

own = 1 - alpha / (4 * height**3)
alpha1, mu1 = alpha / own, mu0 / own
s_image = image_sum(height / a)
c_metal = c["square"] + s_image
mu_metal = mu1 / (1 + c_metal * alpha1 / a**3)
m15 = disc_centre("square", x, 15, height / a)
m30 = disc_centre("square", x, 30, height / a)
disc_metal = (2 * m30 - m15) * mu0
assert abs(disc_metal / mu_metal - 1) < 5e-3

# Coverage of the largest work-function change
a_turn = (c["square"] * alpha / 2)**(1 / 3)
best = minimize_scalar(
    lambda s: work_change("square", s, topping("square", s)),
    bounds=(2.0, 12.0), method="bounded", options={"xatol": 1e-8})
assert abs(best.x - a_turn) < 1e-4
assert abs(topping("square", best.x) - mu0 / 3) < 1e-4

for kind in BASES:
    print(f"{kind}: c, fast sum = {c[kind]:.6f}")
    print(f"{kind}: c, direct sum with tail = {c_direct[kind]:.6f}")
    print(f"{kind}: sum cut at R = 10 a, no tail = {c_short[kind]:.4f}")
    print(f"{kind}: sum at unit cell area S = {unit_sum[kind]:.6f}")
    x1 = np.pi / AREA[kind]
    print(f"{kind}: nearest shell x = {x1:.5f}, g = {shell_term(x1):.6f}")
    print(f"{kind}: lowest a^3 J(q): formula {j_low[kind]:.4f}, "
          f"scan {soft[kind]:.4f}")
    print(f"{kind}: largest stable alpha/a^3 = {-1 / j_low[kind]:.4f}")
print(f"constant part of S, 8 pi/3 = {8 * np.pi / 3:.6f}")
print(f"mu0 = {mu0:.1f} D, alpha = {alpha:.1f} A^3, a = {a:.1f} A")
print(f"alpha/a^3 = {x:.4f}")
for kind in BASES:
    mu = topping(kind, a)
    local = -c[kind] * mu * debye / (4 * np.pi * const.epsilon_0
                                     * (a * ang)**3) * ang
    print(f"{kind}: c alpha/a^3 = {c[kind] * x:.4f}")
    print(f"{kind}: mu = {mu:.4f} D")
    print(f"{kind}: disc mu at R = 15 a, 30 a, extrapolated = "
          f"{disc[kind][0]:.4f}, {disc[kind][1]:.4f}, "
          f"{disc[kind][2]:.4f} D")
    print(f"{kind}: local field = {local:.4f} V/A")
    print(f"{kind}: work-function change = "
          f"{work_change(kind, a, mu):.4f} eV")
print(f"square: change without depolarisation = "
      f"{work_change('square', a, mu0):.4f} eV")
a_equal = a / np.sqrt(AREA["triangular"])
mu_equal = topping("triangular", a_equal)
print(f"triangular at equal density: a = {a_equal:.4f} A")
print(f"triangular at equal density: mu = {mu_equal:.4f} D")
print(f"triangular at equal density: work-function change = "
      f"{work_change('triangular', a_equal, mu_equal):.4f} eV")
for spacing in (10.0, 7.0, 5.0, 4.0, 3.0):
    mu = topping("square", spacing)
    print(f"square series: a = {spacing:.1f} A, n = {spacing**-2:.4f} A^-2,"
          f" mu = {mu:.4f} D, change = "
          f"{work_change('square', spacing, mu):.4f} eV")
print(f"turnover: a = {a_turn:.4f} A, n = {a_turn**-2:.5f} A^-2")
print(f"turnover: alpha/a^3 = {alpha / a_turn**3:.4f}")
print(f"turnover: mu = {topping('square', a_turn):.4f} D, change = "
      f"{work_change('square', a_turn, topping('square', a_turn)):.4f} eV")
print(f"metal: d = {height:.1f} A, alpha/(4 d^3) = {1 - own:.4f}")
print(f"metal: alpha1 = {alpha1:.4f} A^3, mu1 = {mu1:.4f} D")
print(f"metal: s = {s_image:.4f}, c + s = {c_metal:.4f}")
print(f"metal: mu = {mu_metal:.4f} D, extrapolated disc = "
      f"{disc_metal:.4f} D")
print(f"metal: work-function change = "
      f"{work_change('square', a, mu_metal):.4f} eV")
for h in (0.1, 0.25, 0.5, 1.0):
    print(f"metal: d/a = {h:.2f}, s = {image_sum(h):.4f}")
print("PASS")
```

Running it gives:

```
square: c, fast sum = 9.033622
square: c, direct sum with tail = 9.033622
square: sum cut at R = 10 a, no tail = 8.4079
square: sum at unit cell area S = 9.033622
square: nearest shell x = 3.14159, g = 0.025538
square: lowest a^3 J(q): formula -2.6459, scan -2.6459
square: largest stable alpha/a^3 = 0.3779
triangular: c, fast sum = 11.034176
triangular: c, direct sum with tail = 11.034176
triangular: sum cut at R = 10 a, no tail = 10.3130
triangular: sum at unit cell area S = 8.892745
triangular: nearest shell x = 3.62760, g = 0.013662
triangular: lowest a^3 J(q): formula -2.3318, scan -2.3317
triangular: largest stable alpha/a^3 = 0.4289
constant part of S, 8 pi/3 = 8.377580
mu0 = 2.0 D, alpha = 10.0 A^3, a = 5.0 A
alpha/a^3 = 0.0800
square: c alpha/a^3 = 0.7227
square: mu = 1.1610 D
square: disc mu at R = 15 a, 30 a, extrapolated = 1.1831, 1.1722, 1.1612 D
square: local field = -0.2515 V/A
square: work-function change = -1.7495 eV
triangular: c alpha/a^3 = 0.8827
triangular: mu = 1.0623 D
triangular: disc mu at R = 15 a, 30 a, extrapolated = 1.0836, 1.0731, 1.0626 D
triangular: local field = -0.2811 V/A
triangular: work-function change = -1.8484 eV
square: change without depolarisation = -3.0138 eV
triangular at equal density: a = 5.3728 A
triangular at equal density: mu = 1.1686 D
triangular at equal density: work-function change = -1.7610 eV
square series: a = 10.0 A, n = 0.0100 A^-2, mu = 1.8343 D, change = -0.6910 eV
square series: a = 7.0 A, n = 0.0204 A^-2, mu = 1.5831 D, change = -1.2171 eV
square series: a = 5.0 A, n = 0.0400 A^-2, mu = 1.1610 D, change = -1.7495 eV
square series: a = 4.0 A, n = 0.0625 A^-2, mu = 0.8294 D, change = -1.9528 eV
square series: a = 3.0 A, n = 0.1111 A^-2, mu = 0.4602 D, change = -1.9264 eV
turnover: a = 3.5613 A, n = 0.07885 A^-2
turnover: alpha/a^3 = 0.2214
turnover: mu = 0.6667 D, change = -1.9802 eV
metal: d = 2.5 A, alpha/(4 d^3) = 0.1600
metal: alpha1 = 11.9048 A^3, mu1 = 2.3810 D
metal: s = 1.6725, c + s = 10.7062
metal: mu = 1.1789 D, extrapolated disc = 1.1795 D
metal: work-function change = -1.7765 eV
metal: d/a = 0.10, s = 8.1798
metal: d/a = 0.25, s = 5.1609
metal: d/a = 0.50, s = 1.6725
metal: d/a = 1.00, s = 0.2494
PASS
```
